# The 2n+1 rule for Douglas–Kroll–Hess Hamiltonians: proof, sharpness and parametrization: test program

```python
# 2n+1 rule of Douglas-Kroll-Hess (DKH) theory.  Hartree atomic units.
# H(lam) = E0 + lam*V, E0 = diag(+E_i, -E_i); even = block diagonal, odd = off diagonal.
# H^(k) = U_k H^(k-1) U_k^+, U_k = f(lam^k W_k), f(x)f(-x)=1, f = sum a_j x^j, a_0=a_1=1,
# W_k odd anti-Hermitian with [W_k,E0] = -O_k (O_k: odd term of order k of H^(k-1)).
# Claims: even terms E_k, k<=2n+1, are final after U_1..U_n; E_(2n+2) gains [W_(n+1),O_(n+1)]/2;
# E_5 depends on f via (a_3-1/6)[[W2,W1^3],E0]; truncated eigenvalues err by O(lam^(2n+2)).
# Independent road: closed-form unitaries at complex lam, Taylor coefficients by Cauchy contour,
# and direct diagonalization.
import numpy as np, sympy as sp
from scipy.linalg import eigh, eigvalsh
from scipy.integrate import quad
from scipy.constants import fine_structure, physical_constants

KMAX = 10
x = sp.symbols('x')
forms = {'exp': sp.exp(x), 'Cayley': (1 + x/2)/(1 - x/2),
         'sqrt': x + sp.sqrt(1 + x**2), 'McWeeny': (1 + x)/sp.sqrt(1 - x**2)}
coef, closed = {}, {}
for name, f in forms.items():
    ser = sp.expand(sp.series(f, x, 0, KMAX + 1).removeO())
    coef[name] = [float(ser.coeff(x, j)) for j in range(KMAX + 1)]
    closed[name] = sp.lambdify(x, f, 'numpy')
    assert abs(coef[name][1] - 1) < 1e-14 and abs(coef[name][2] - 0.5) < 1e-14
    print(f"{name}: a_3 = {coef[name][3]:.6f}, a_3 - 1/6 = {coef[name][3]-1/6:.6f}")

def odd(M):
    n = M.shape[0]//2
    R = M.copy(); R[:n, :n] = 0; R[n:, n:] = 0
    return R
def even(M): return M - odd(M)
def com(A, B): return A @ B - B @ A
nrm = np.linalg.norm

def dkh(e0, V, names, K):
    """Series algebra; returns stages H^(0..K) (lists of order terms) and W_1..W_K."""
    N = len(e0)//2
    den = e0[:, None] - e0[None, :]
    den[:N, :N] = 1; den[N:, N:] = 1
    H = [np.diag(e0).astype(V.dtype), V] + [np.zeros_like(V) for _ in range(K - 1)]
    stages, Ws = [H], [None]
    for k in range(1, K + 1):
        W = odd(H[k])/den
        a = coef[names[(k - 1) % len(names)]]
        P = [np.eye(2*N, dtype=V.dtype)]
        for _ in range(K//k): P.append(P[-1] @ W)
        new = [np.zeros_like(V) for _ in range(K + 1)]
        for m in range(K + 1):
            top = (K - m)//k
            for i in range(top + 1):
                left = P[i] @ H[m]
                for j in range(top - i + 1):
                    new[m + k*(i + j)] += a[i]*a[j]*(-1)**j*(left @ P[j])
        H = new; stages.append(H); Ws.append(W)
    return stages, Ws

RAD, NPT = 0.5, 64
lams = RAD*np.exp(2j*np.pi*np.arange(NPT)/NPT)
def taylor(vals, K):
    c = np.fft.fft(np.array(vals), axis=0)/NPT
    return [c[k]/RAD**k for k in range(K + 1)]
def contour(e0, V, gens, K):
    """Taylor terms of U..U H U^-1..U^-1 with closed-form f; gens = (order, generator, name)."""
    dec = [(k, eigh(1j*W), closed[nm]) for k, W, nm in gens]
    vals = []
    for l in lams:
        M = np.diag(e0) + l*V
        for k, (w, Q), f in dec:
            z = -1j*w*l**k
            M = (Q*f(z)) @ Q.conj().T @ M @ (Q*f(-z)) @ Q.conj().T
        vals.append(M)
    return taylor(vals, K)

# ---------- model: 4+4 complex Hermitian ----------
rng = np.random.default_rng(7)
Ep = np.array([1.0, 1.3, 1.7, 2.2]); N = 4; K = 8
e0 = np.concatenate([Ep, -Ep]); E0 = np.diag(e0)
def rand(): return rng.normal(size=(8, 8)) + 1j*rng.normal(size=(8, 8))
V = rand(); V = V + V.conj().T; V /= nrm(V, 2)
R = rand(); R = R - R.conj().T
Rodd = 0.3*odd(R)/nrm(odd(R), 2); Reven = 0.3*even(R)/nrm(even(R), 2)
TOL = 1e-10   # contour rounding ~ 1e-15/RAD^8
ev = [np.linalg.eigvals(E0 + l*V) for l in lams]
assert all((e.real > 0).sum() == N for e in ev)
psum = {p: taylor([np.sum(e[e.real > 0]**p) for e in ev], K) for p in (1, 2, 3)}
def sermul(A, B): return [sum(A[i] @ B[k - i] for i in range(k + 1)) for k in range(len(A))]
print("model: E_i =", Ep, ", |V|_2 =", round(nrm(V, 2), 6), "(model energy units)")

store = {}
for names in (['exp'], ['Cayley'], ['sqrt'], ['McWeeny'], ['Cayley', 'sqrt', 'exp', 'McWeeny']):
    st, Ws = dkh(e0, V, names, K)
    gens = [(k, Ws[k], names[(k - 1) % len(names)]) for k in range(1, K + 1)]
    full = contour(e0, V, gens, K)
    assert max(nrm(odd(M)) for M in full) < TOL
    store[tuple(names)] = (st, Ws, full)
    for n in (1, 2, 3):
        part = contour(e0, V, gens[:n], K)
        assert max(nrm(part[k] - st[n][k]) for k in range(K + 1)) < TOL
        assert max(nrm(odd(part[k])) for k in range(n + 1)) < TOL
        dev = max(nrm(even(part[k] - full[k])) for k in range(2*n + 2))
        assert dev < TOL
        O = odd(part[n + 1]); gain = even(full[2*n + 2] - part[2*n + 2])
        assert nrm(gain - 0.5*com(Ws[n + 1], O)) < TOL and nrm(gain) > 100*TOL
        diag = (abs(O[:N, N:])**2/(Ep[:, None] + Ep[None, :])).sum(1)
        assert nrm(np.diag(gain)[:N] - diag) < TOL
        # any odd generator of order n+1 is harmless, an even one is not
        alt = contour(e0, V, gens[:n] + [(n + 1, Rodd, 'exp')], K)
        assert max(nrm(even(alt[k] - part[k])) for k in range(2*n + 2)) < TOL
        alt = contour(e0, V, gens[:n] + [(n + 1, Reven, 'exp')], K)
        d = even(alt[n + 1] - part[n + 1])
        assert nrm(d - com(Reven, E0)) < TOL and nrm(d) > 1e-2
        # incomplete elimination at order n spoils order 2n+1
        half = gens[:n - 1] + [(n, 0.5*Ws[n], gens[n - 1][2])]
        d = even(contour(e0, V, half + [(n + 1, Rodd, 'exp')], K)[2*n + 1]
                 - contour(e0, V, half, K)[2*n + 1])
        assert nrm(d - com(Rodd, 0.5*odd(st[n - 1][n]))) < TOL and nrm(d) > 1e-5
        # power sums of upper-branch eigenvalues
        h = [st[n][k][:N, :N] for k in range(2*n + 2)]; hp = h
        for p in (1, 2, 3):
            assert max(abs(np.trace(hp[k]) - psum[p][k]) for k in range(2*n + 2)) < 10*TOL
            hp = sermul(hp, h)
        assert abs(psum[1][2*n + 2] - np.trace(st[n][2*n + 2][:N, :N]) - diag.sum()) < TOL
        if len(names) > 1:
            print(f"model mixed n={n}: max change to order {2*n+1} = {dev:.1e}, "
                  f"change at order {2*n+2} = {nrm(gain):.4e}")

st, Ws, full = store[('exp',)]
W1, W2, E1, O1 = Ws[1], Ws[2], even(V), odd(V)
ad = lambda M: com(W1, M)
explicit = {2: 0.5*ad(O1), 3: 0.5*ad(ad(E1)),
            4: ad(ad(ad(O1)))/8 + 0.5*com(W2, ad(E1)),
            5: ad(ad(ad(ad(E1))))/24 + com(W2, ad(ad(O1)))/3 + 0.5*com(W2, com(W2, E1))}
for k, M in explicit.items(): assert nrm(M - full[k]) < TOL
shape5 = com(com(W2, W1 @ W1 @ W1), E0)
assert nrm(shape5) > 1e-5 and nrm(np.diag(shape5)) < 1e-13
for nm in ('Cayley', 'sqrt', 'McWeeny'):
    other = store[(nm,)][2]
    assert max(nrm(other[k] - full[k]) for k in range(5)) < TOL
    assert nrm(other[5] - full[5] - (coef[nm][3] - 1/6)*shape5) < TOL
print(f"model: |[[W2,W1^3],E0]|_F = {nrm(shape5):.4e}")
for n in (1, 2):
    err = []
    for l in (0.05, 0.025):
        h = sum(l**k*st[n][k][:N, :N] for k in range(2*n + 2))
        err.append(abs(eigvalsh(h) - eigvalsh(E0 + l*V)[N:]).max())
    slope = np.log2(err[0]/err[1])
    assert abs(slope - (2*n + 2)) < 0.3   # next-order correction at finite lam
    print(f"model n={n}: eigenvalue error {err[0]:.3e} (lam .05), {err[1]:.3e} (lam .025), exponent {slope:.3f}")

# ---------- Hg79+ 1s1/2, point nucleus, kinetically balanced s Gaussians ----------
c = 1/fine_structure; eV = physical_constants['Hartree energy in eV'][0]
Z = 80; NB = 30; al = 10.0*2.0**np.arange(NB)
a_, b_ = al[:, None], al[None, :]; s_ = a_ + b_
S = (2*np.sqrt(a_*b_)/s_)**1.5
T = 3*a_*b_/s_*S
Vn = -2*Z*np.sqrt(s_/np.pi)*S
pVp = -8*Z*a_*b_/np.sqrt(np.pi*s_)*S
a, b = al[0], al[2]; nn = 4*np.pi*(4*a*b/np.pi**2)**0.75
rad = lambda m: nn*quad(lambda r: r**m*np.exp(-(a + b)*r*r), 0, 3, epsabs=1e-14, epsrel=1e-12)[0]
for got, ref in ((S[0, 2], rad(2)), (T[0, 2], 2*a*b*rad(4)),
                 (Vn[0, 2], -Z*rad(1)), (pVp[0, 2], -4*Z*a*b*rad(3))):
    assert abs(got/ref - 1) < 1e-9
t, C = eigh(T, S); p = np.sqrt(2*t)
VL = C.T @ Vn @ C; VS = (C.T @ pVp @ C)/np.outer(p, p)
VL = (VL + VL.T)/2; VS = (VS + VS.T)/2
I, Zr = np.eye(NB), np.zeros((NB, NB))
D0 = np.block([[c*c*I, c*np.diag(p)], [c*np.diag(p), -c*c*I]])
DV = np.block([[VL, Zr], [Zr, VS]])
E = c*np.sqrt(c*c + p*p); A = np.sqrt((E + c*c)/(2*E)); B = A*c*p/(E + c*c)
U0 = np.block([[np.diag(A), np.diag(B)], [-np.diag(B), np.diag(A)]])
e0 = np.concatenate([E, -E])
assert nrm(U0 @ D0 @ U0.T - np.diag(e0)) < 1e-13*nrm(e0)
V = U0 @ DV @ U0.T
e_mat = eigvalsh(D0 + DV)[NB] - c*c
e_ana = c*c*(np.sqrt(1 - (Z/c)**2) - 1)
assert abs(e_mat/e_ana - 1) < 3e-5   # Gaussians miss the r^(gamma-1) singularity
print(f"c = {c:.6f} a.u., 2c^2 = {2*c*c:.3f} Eh, Z = {Z}, Z/c = {Z/c:.6f}")
print(f"basis: {NB} s Gaussians, exponents {al[0]:.1f} to {al[-1]:.4e} bohr^-2, ratio {al[1]/al[0]:.1f}")
print(f"Dirac 1s analytic = {e_ana:.5f} Eh = {e_ana*eV:.1f} eV")
print(f"Dirac 1s matrix   = {e_mat:.5f} Eh = {e_mat*eV:.1f} eV")
print(f"basis error = {e_mat-e_ana:.5f} Eh")
st, Ws = dkh(e0, V, ['exp'], KMAX)
def level(H, order):
    h = sum(H[k][:NB, :NB] for k in range(order + 1))
    return eigvalsh((h + h.T)/2)[0] - c*c
for k in range(1, 6): print(f"|W_{k}|_2 = {nrm(Ws[k], 2):.5f} (dimensionless)")
errs = {}
for order in range(1, 10):
    n = order//2
    assert nrm(even(st[n][order] - st[KMAX][order])) < 1e-10*nrm(even(st[KMAX][order]))
    few, many = level(st[n], order), level(st[KMAX], order)
    assert abs(few - many) < 1e-6
    errs[order] = few - e_mat
    print(f"DKH{order} exp: {n} gen {few:.5f} Eh, {KMAX} gen {many:.5f} Eh, minus matrix Dirac {errs[order]:+.5f} Eh")
assert abs(errs[9]) < abs(errs[3])
print(f"DKH9 1s = {(errs[9]+e_mat)*eV:.1f} eV")
for n in (1, 2, 3, 4):
    lack, good = level(st[n], 2*n + 2), level(st[n + 1], 2*n + 2)
    assert abs(good - lack) > 1e-5
    print(f"order {2*n+2}: without W_{n+1} {lack:.5f} Eh, with {good:.5f} Eh, shift {good-lack:+.5f} Eh")
for nm in forms:
    sq, _ = dkh(e0, V, [nm], 5)
    assert abs(level(sq[2], 4) - level(st[2], 4)) < 1e-6
    print(f"{nm}: DKH4 {level(sq[2], 4):.6f} Eh, DKH5 {level(sq[2], 5):.6f} Eh")
print("tests ok")
```

Running it gives:

```
exp: a_3 = 0.166667, a_3 - 1/6 = 0.000000
Cayley: a_3 = 0.250000, a_3 - 1/6 = 0.083333
sqrt: a_3 = 0.000000, a_3 - 1/6 = -0.166667
McWeeny: a_3 = 0.500000, a_3 - 1/6 = 0.333333
model: E_i = [1.  1.3 1.7 2.2] , |V|_2 = 1.0 (model energy units)
model mixed n=1: max change to order 3 = 9.8e-14, change at order 4 = 3.0746e-03
model mixed n=2: max change to order 5 = 9.7e-14, change at order 6 = 9.7879e-05
model mixed n=3: max change to order 7 = 9.5e-14, change at order 8 = 5.8770e-06
model: |[[W2,W1^3],E0]|_F = 6.2541e-05
model n=1: eigenvalue error 3.080e-09 (lam .05), 1.926e-10 (lam .025), exponent 4.000
model n=2: eigenvalue error 6.107e-13 (lam .05), 9.437e-15 (lam .025), exponent 6.016
c = 137.035999 a.u., 2c^2 = 37557.730 Eh, Z = 80, Z/c = 0.583788
basis: 30 s Gaussians, exponents 10.0 to 5.3687e+09 bohr^-2, ratio 2.0
Dirac 1s analytic = -3532.19209 Eh = -96115.8 eV
Dirac 1s matrix   = -3532.18801 Eh = -96115.7 eV
basis error = 0.00408 Eh
|W_1|_2 = 0.10312 (dimensionless)
|W_2|_2 = 0.01159 (dimensionless)
|W_3|_2 = 0.00386 (dimensionless)
|W_4|_2 = 0.00098 (dimensionless)
|W_5|_2 = 0.00046 (dimensionless)
DKH1 exp: 0 gen -3686.41472 Eh, 10 gen -3686.41472 Eh, minus matrix Dirac -154.22671 Eh
DKH2 exp: 1 gen -3523.32391 Eh, 10 gen -3523.32391 Eh, minus matrix Dirac +8.86410 Eh
DKH3 exp: 1 gen -3533.11604 Eh, 10 gen -3533.11604 Eh, minus matrix Dirac -0.92803 Eh
DKH4 exp: 2 gen -3531.70559 Eh, 10 gen -3531.70559 Eh, minus matrix Dirac +0.48242 Eh
DKH5 exp: 2 gen -3532.45651 Eh, 10 gen -3532.45651 Eh, minus matrix Dirac -0.26850 Eh
DKH6 exp: 3 gen -3532.09827 Eh, 10 gen -3532.09827 Eh, minus matrix Dirac +0.08974 Eh
DKH7 exp: 3 gen -3532.22083 Eh, 10 gen -3532.22083 Eh, minus matrix Dirac -0.03282 Eh
DKH8 exp: 4 gen -3532.17331 Eh, 10 gen -3532.17331 Eh, minus matrix Dirac +0.01470 Eh
DKH9 exp: 4 gen -3532.19577 Eh, 10 gen -3532.19577 Eh, minus matrix Dirac -0.00776 Eh
DKH9 1s = -96115.9 eV
order 4: without W_2 -3534.66302 Eh, with -3531.70559 Eh, shift +2.95743 Eh
order 6: without W_3 -3532.50066 Eh, with -3532.09827 Eh, shift +0.40239 Eh
order 8: without W_4 -3532.23087 Eh, with -3532.17331 Eh, shift +0.05755 Eh
order 10: without W_5 -3532.19683 Eh, with -3532.18460 Eh, shift +0.01222 Eh
exp: DKH4 -3531.705589 Eh, DKH5 -3532.456509 Eh
Cayley: DKH4 -3531.705589 Eh, DKH5 -3532.461135 Eh
sqrt: DKH4 -3531.705589 Eh, DKH5 -3532.447257 Eh
McWeeny: DKH4 -3531.705589 Eh, DKH5 -3532.475020 Eh
tests ok
```
